# The finite-box correction to liquid diffusivity in atomistic simulation

Suppose that an atomistic simulation of a molten phase-change alloy holds a few hundred atoms, and that its diffusivity is to be passed on to a model of crystal growth. One must decide whether that diffusivity can be used as it stands, must be corrected, or calls for a larger cell. The decision rests on a hydrodynamic effect: a diffusing atom sets the liquid in motion, and in a periodic cell that motion returns to it. For a cubic cell of edge $L$ the diffusivity $D_L$ lies below its infinite-size value $D_\infty$ by an amount proportional to $1/(\eta L)$, where $\eta$ is the shear viscosity. The inverse law belongs to this difference, not to the diffusivity itself.

Let the cell contain classical atoms of masses $m_j$ and total mass $M$, at temperature $T$ and with zero total momentum. The diffusivity is the long-time mean-square displacement divided by $6t$, or equivalently

$$D_L=\int_0^\infty\langle v_x(t)v_x(0)\rangle\,dt ,$$

where $v_x$ is a velocity component of the tagged atom. To relate it to a flow problem, switch on a small force $F$ along $x$ on the tagged atom at $t=0$, and apply to every atom $j$, the tagged one included, the force $-Fm_j/M$. The total force vanishes, so the total momentum stays zero. The power supplied to the system is

$$Fv_x-\frac{F}{M}\sum_j m_jv_{j,x}=Fv_x ,$$

because the sum is the total momentum. The phase-space density is conserved along the trajectories. At time $t$ it therefore equals the initial equilibrium weight $e^{-H_0/k_BT}$ taken at the starting point, where the energy $H_0$ was lower by the work done since:

$$f(t)\propto e^{-H_0(t)/k_BT}\exp\!\left[\frac{F}{k_BT}\int_0^t v_x(s)\,ds\right].$$

Expanding to first order in $F$ and averaging $v_x(t)$ gives

$$\langle v_x(t)\rangle_F=\frac{F}{k_BT}\int_0^t\langle v_x(t)v_x(s)\rangle\,ds .$$

The equilibrium correlation depends on $t-s$ alone, so the integral tends to $D_L$ at long times. With the mobility $\mu_L$ defined as steady velocity divided by force, $D_L=k_BT\mu_L$. The size dependence of diffusion is thus the size dependence of a mobility, measured with a compensating force spread through the liquid.

On scales much larger than an atom, the liquid responds as a continuum. For slow, steady, incompressible flow the velocity $\mathbf u$ and pressure $p$ obey

$$\eta\nabla^2\mathbf u-\nabla p+\mathbf F\left[\delta(\mathbf r)-\frac1{L^3}\right]=0,\qquad \nabla\cdot\mathbf u=0 .$$

The term $-\mathbf F/L^3$ is the compensating force, averaged over a uniform liquid. Write $\mathbf u=\sum_{\mathbf k}\mathbf u_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$, with $\mathbf k=2\pi\mathbf m/L$ and $\mathbf m$ an integer vector, and use $\delta(\mathbf r)=L^{-3}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$. For $\mathbf k\neq0$,

$$-\eta k^2\mathbf u_{\mathbf k}-i\mathbf k p_{\mathbf k}+\frac{\mathbf F}{L^3}=0 .$$

Taking the product with $\mathbf k$ removes the first term, since $\mathbf k\cdot\mathbf u_{\mathbf k}=0$, and leaves $p_{\mathbf k}=-i\,\mathbf k\cdot\mathbf F/(k^2L^3)$. Putting this back gives

$$\mathbf u_{\mathbf k}=\frac{1}{\eta L^3k^2}\left[\mathbf F-\frac{\mathbf k(\mathbf k\cdot\mathbf F)}{k^2}\right].$$

For $\mathbf k=0$ the two forces cancel, and zero total momentum fixes $\mathbf u_0=0$. The response tensor, defined by $\mathbf u=\mathsf T_L\mathbf F$, is therefore

$$\mathsf T_L(\mathbf r)=\frac1{\eta L^3}\sum_{\mathbf k\ne0}\frac{\mathsf 1-\hat{\mathbf k}\hat{\mathbf k}}{k^2}\,e^{i\mathbf k\cdot\mathbf r}.$$

In an unbounded liquid the same algebra gives $\mathsf T_\infty$, with $L^{-3}\sum_{\mathbf k\neq0}$ replaced by $\int d^3k/(2\pi)^3$.

Neither tensor can be used alone at $\mathbf r=0$. Both diverge there, because the continuum equations do not describe the contact between an atom and its neighbours. Their difference is smooth: the point force is the same in both problems and cancels, leaving the flow produced by the periodic images and the background. Near the tagged atom this extra flow is almost uniform. A uniform flow carries the atom and its neighbours along together without changing their relative motion, so it adds to the atom's velocity whatever the details of the contact. Moreover, the steady force passed from the atom to the liquid is $\mathbf F$ in both problems, apart from the tagged atom's own share of the background, which is of order $1/N$ for $N$ atoms and hence of order $L^{-3}$. To leading order in atomic size over $L$,

$$D_L-D_\infty=k_BT\,c,\qquad c\,\mathsf 1=\lim_{\mathbf r\to0}\left[\mathsf T_L(\mathbf r)-\mathsf T_\infty(\mathbf r)\right].$$

The limit is a multiple of the unit tensor by cubic symmetry: reflections remove the off-diagonal elements, and exchange of axes makes the diagonal ones equal. Hence $c$ is one third of the trace. Since $\mathrm{tr}(\mathsf 1-\hat{\mathbf k}\hat{\mathbf k})=2$,

$$c=\frac{2}{3\eta}\lim_{\mathbf r\to0}\left[G_L(\mathbf r)-\frac1{4\pi r}\right],\qquad G_L(\mathbf r)=\frac1{L^3}\sum_{\mathbf k\neq0}\frac{e^{i\mathbf k\cdot\mathbf r}}{k^2}.$$

Here $1/(4\pi r)$ is the corresponding integral over all $\mathbf k$, the solution of $-\nabla^2g=\delta$ that vanishes at infinity.

The divergence can be removed before any number is computed. Use $1/k^2=\int_0^\infty e^{-k^2t}dt$, where $t$ is for now an auxiliary variable with the dimension of length squared. The sum over all $\mathbf k$ then becomes the periodic heat kernel, which has two equivalent forms,

$$P_L(\mathbf r,t)=\frac1{L^3}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf r-k^2t}=\sum_{\mathbf n}\frac{e^{-|\mathbf r-L\mathbf n|^2/4t}}{(4\pi t)^{3/2}} .$$

Both solve $\partial_tP=\nabla^2P$ from a point source repeated in every cell; $\mathbf n$ runs over integer vectors. Omitting $\mathbf k=0$ subtracts $1/L^3$, and the unbounded liquid contributes the single term $\mathbf n=0$. At the origin,

$$I_L\equiv\lim_{\mathbf r\to0}\left[G_L-\frac1{4\pi r}\right]=\int_0^\infty\left[P_L(0,t)-\frac1{L^3}-\frac1{(4\pi t)^{3/2}}\right]dt .$$

The integral converges. At small $t$ the singular term cancels and the bracket tends to $-1/L^3$; at large $t$ it falls as $-(4\pi t)^{-3/2}$.

Now set $t=L^2s$. Each term in the bracket is $L^{-3}$ times its value for a unit cell, while $dt=L^2ds$, so $I_L=I_1/L$. This is the origin of the inverse dependence on cell length. Defining the pure number $\xi=-4\pi I_1$,

$$c=\frac2{3\eta}\left(-\frac{\xi}{4\pi L}\right)=-\frac{\xi}{6\pi\eta L},$$

and therefore

$$\boxed{D_\infty=D_L+\frac{\xi k_BT}{6\pi\eta L}}$$

up to terms of order $L^{-3}$ in this continuum description, provided that the atom diffuses much more slowly than momentum spreads through the liquid. The effect of this last condition is estimated below.

To obtain $\xi$, split the unit-cell integral at $s_0=1/(4\pi)$ and use the form of the kernel that converges fast on each side. Below $s_0$ the term $\mathbf n=0$ cancels the free kernel. For an image at distance $n=|\mathbf n|$, the substitution $q=n/(2\sqrt s)$ gives $(4\pi s)^{-3/2}=q^3/(\pi^{3/2}n^3)$ and $ds=-n^2dq/(2q^3)$, so

$$\int_0^{s_0}\frac{e^{-n^2/4s}}{(4\pi s)^{3/2}}ds=\frac1{2\pi^{3/2}n}\int_{\sqrt\pi n}^{\infty}e^{-q^2}dq=\frac{\mathrm{erfc}(\sqrt\pi n)}{4\pi n}.$$

The uniform background contributes $-s_0=-1/(4\pi)$. Above $s_0$, each mode with $k=2\pi n$ contributes

$$\int_{s_0}^{\infty}e^{-4\pi^2n^2s}ds=\frac{e^{-\pi n^2}}{4\pi^2n^2},$$

while the free kernel contributes $-2(4\pi)^{-3/2}s_0^{-1/2}=-2/(4\pi)$. Adding the four parts and multiplying by $-4\pi$,

$$\xi=3-\sum_{\mathbf n\neq0}\left[\frac{\mathrm{erfc}(\sqrt\pi n)}n+\frac{e^{-\pi n^2}}{\pi n^2}\right]=2.837297 .$$

The terms fall roughly as $e^{-\pi n^2}$, so a few shells of integer vectors suffice. The positive $\xi$ means that the cell slows diffusion. The images push the liquid the same way as the tagged atom does, but the opposing background force outweighs them.

The same result can be read from the memory of the atom's velocity, which also shows how long one must simulate. Let $\rho$ be the mass density and $\nu=\eta/\rho$ the kinematic viscosity. A pair of modes $\mathbf k,-\mathbf k$ with one transverse polarization has kinetic energy $\rho L^3|u_{\mathbf k}|^2$, shared by two real amplitudes. Equipartition gives each amplitude $k_BT/2$, hence $\langle|u_{\mathbf k}|^2\rangle=k_BT/(\rho L^3)$. Such a mode decays as $e^{-\nu k^2t}$, with $t$ now the time. If the atom is carried by the local flow, these modes contribute to its velocity correlation

$$C_L(t)=\frac{2k_BT}{3\rho L^3}\sum_{\mathbf k\neq0}e^{-\nu k^2t},$$

where $2/3$ is the cubic average of $1-\hat k_x^2$. Subtracting the corresponding integral for the unbounded liquid and integrating over time gives $2k_BT I_L/(3\rho\nu)$. Since $\rho\nu=\eta$, this is the shift found above. Density has cancelled: a heavier liquid has weaker velocity fluctuations, but they last longer.

The slowest modes have $k=2\pi/L$ and, in a liquid of constant viscosity, decay in a time $\tau=L^2/(4\pi^2\nu)$. A melt that still responds elastically on this time scale can keep them alive longer. The full correction applies to a diffusivity taken from times well beyond their actual decay. The atom also diffuses while a mode decays. If this displacement is treated as independent of the flow, it multiplies the mode by $e^{-Dk^2t}$ and replaces $\nu$ by $\nu+D$. The shift is then reduced by the factor $1/(1+D/\nu)$, which is an estimate rather than part of the leading result.

Two further estimates give the size of effects left out by a point force and a constant viscosity. First, spread the force evenly over a spherical shell of radius $a$, which represents a sphere with no slip at its surface to this order. Averaging a plane wave over the shell gives $\sin(ka)/(ka)$. One factor enters from the force and one from averaging the velocity over the surface, so $1/k^2$ becomes

$$\frac1{k^2}\left[\frac{\sin ka}{ka}\right]^2=\frac1{k^2}-\frac{a^2}3+\cdots .$$

The constant term needs the difference between $L^{-3}\sum_{\mathbf k\neq0}1$ and $\int d^3k/(2\pi)^3$. Including $\mathbf k=0$, both represent the same point source at the origin, so the difference is $-1/L^3$. The contribution to $D_L$ is

$$k_BT\,\frac2{3\eta}\left(-\frac{a^2}3\right)\left(-\frac1{L^3}\right)=+\frac{2k_BTa^2}{9\eta L^3}.$$

Second, let the viscosity depend on wavelength as $\eta(k)=\eta/(1+\ell^2k^2)$, with $\ell$ a molecular length. Then $1/[\eta(k)k^2]=(1/k^2+\ell^2)/\eta$, and the same difference gives $-2k_BT\ell^2/(3\eta L^3)$. Both terms fall faster with $L$ than the main correction, so they matter most in the smallest cells.

Consider round parameters for a melt at 1000 K: $\eta=1.5$ mPa s, 30 atoms per nm³ and a mean atomic mass of 110 u, which together give a density of 5.48 g/cm³. Suppose that a 216-atom simulation has yielded $D_L=3.50\times10^{-5}$ cm²/s. The edge is $L=(216/30)^{1/3}=1.931$ nm, and

$$\frac{\xi k_BT}{6\pi\eta L}=\frac{2.837\times1.381\times10^{-20}\ \mathrm J}{6\pi(1.5\times10^{-3}\ \mathrm{Pa\,s})(1.931\times10^{-9}\ \mathrm m)} .$$

This equals $0.72\times10^{-5}$ cm²/s. The corrected diffusivity is

$$D_\infty=(3.50+0.72)\times10^{-5}=4.22\times10^{-5}\ \mathrm{cm^2/s},$$

or $4.22\times10^{-9}$ m²/s. The uncorrected value is 17 % below it.

With temperature, density and viscosity held fixed, the formula predicts $3.68$, $3.79$ and $3.95\times10^{-5}$ cm²/s for cells of 512, 1000 and 4096 atoms. Convergence is slow because the error falls only as the cube root of the inverse atom number. To bring it down to 2 % of $D_\infty$ without a correction would take an edge of 16.4 nm and about 130,000 atoms. For a costly electronic-structure simulation, correcting a small cell is the practical choice, provided that the viscosity is known. Alternatively, simulations in several cells can be plotted against $1/L$: the intercept is $D_\infty$, and the slope $-\xi k_BT/(6\pi\eta)$ gives the viscosity. Because $D_L$ changes little from cell to cell, small statistical errors in the diffusivities become much larger relative errors in that viscosity.

The sizes of the neglected effects follow from the same parameters. Defining a hydrodynamic radius by $a=k_BT/(6\pi\eta D_\infty)$ gives 0.116 nm, and the finite-radius term adds about $0.004\times10^{-5}$ cm²/s to $D_L$. With an assumed $\ell=0.1$ nm, the wavelength dependence of viscosity subtracts about $0.009\times10^{-5}$ cm²/s. The ratio $D_\infty/\nu$ is 0.015, and atomic diffusion reduces the correction by about $0.011\times10^{-5}$ cm²/s. The tagged atom's own share of the background can change $D_L$ by an amount of order $D_\infty/N$, here $0.02\times10^{-5}$ cm²/s, with a coefficient that depends on the atom's mass and on its contact with its neighbours. For the values assumed here, an error in the viscosity itself matters far more: were it 20 % lower, the correction would rise by $0.18\times10^{-5}$ cm²/s. The viscosity to use is that of the simulated model, since it governs how momentum spreads in the cell; a measured value serves only as far as the model reproduces it. The constant-viscosity estimate of the decay time $\tau$ is 0.35 ps. A melt can still respond elastically on so short a time, so a fit to the mean-square displacement should begin well after that, and only where its slope no longer changes with time.

These parameters are roughly those of molten germanium–antimony–tellurium memory alloys, whose viscosity near this temperature is of the order of 1 mPa s and whose diffusivities are a few times $10^{-5}$ cm²/s. At leading order the absolute shift is the same for each element of the alloy, because the extra flow does not depend on which atom is tagged; the relative shift is larger for the slower element. A memory device has no periodic images. The correction removes an artefact of the simulation and does not describe the melt's confinement by electrodes and dielectric, which would need a flow solution with those walls. Nor does a device stay at 1000 K during crystallization. For a cooler melt with an assumed 700 K and 10 mPa s, in a cell of the same edge, the correction drops to $0.075\times10^{-5}$ cm²/s. This does not make it negligible, since the diffusivity falls on cooling too. Dividing the main result by $D_\infty$ gives

$$\frac{D_L}{D_\infty}=1-\xi\frac aL,\qquad a=\frac{k_BT}{6\pi\eta D_\infty}.$$

At fixed $L$ the relative error stays constant if $D_\infty\eta/T$ does. If diffusion slows less than the viscosity and temperature would imply, $a$ shrinks and the relative error shrinks with it.

The derivation also limits the choice of simulation method. A thermostat that damps every atom's velocity at a rate $\gamma$ adds the force density $-\rho\gamma\mathbf u$ to the flow equation, so that $\eta k^2$ becomes $\eta(k^2+\gamma/\nu)$. Flow is then screened beyond the distance $\sqrt{\nu/\gamma}$, and this distance must be compared with $L$. Putting $1/(k^2+\gamma/\nu)$ in the sum over modes shows that the correction needed to reach the undamped $D_\infty$ exceeds the formula's value by about 5 % when the distance equals $L$ and by 18 % when it is $L/2$. A plot against $1/L$ at fixed $\gamma$ is more sensitive: measured against the damped unbounded liquid, the shift is only about 70 % of the formula's value when the distance equals $L$, so that method needs a distance much larger than every cell used. Weaker damping needs care too. If the thermostat also gives each atom an independent random force, the total momentum is no longer conserved, and the whole cell drifts with a diffusivity $k_BT/(M\gamma)$ that grows as $\gamma$ falls. This drift must be subtracted from the atomic displacements before the formula is used. The number $2.837$ likewise belongs to the cube. In an elongated cell the tensor at the origin need not be isotropic, and diffusion along different axes can acquire different shifts.
